# When the photoluminescence decay time is not the carrier lifetime

**Q.** I excited a perovskite film with a short laser pulse. The photoluminescence (PL) falls as a clean exponential with a time constant of 150 ns, so its electrons and holes live for 150 ns. Is anything wrong with that?

**A.** The step from light to carriers is missing. What does the detector count?

**Q.** Photons. Each is a carrier pair that has recombined, so fewer photons per second means fewer carriers, in proportion.

**A.** The proportion is the weak point. A free electron must meet a free hole to emit. With densities \(n\) and \(p\), the emission rate per volume is

\[
S=Bnp ,
\]

where \(B\) is the radiative coefficient, taken as constant. I neglect the emission in the dark. Define the local decay time of any positive quantity \(y\) by \(1/\tau_y=-(1/y)\,dy/dt\); for an exponential it is the usual 1/e time. Since \(\ln S=\ln B+\ln n+\ln p\), differentiation gives

\[
\frac1{\tau_{PL}}=\frac1{\tau_n}+\frac1{\tau_p}.
\]

The decay rates of the two densities add. If \(n=p=Ne^{-t/\tau}\), then

\[
S=BN^2e^{-2t/\tau},\qquad \tau_{PL}=\frac{\tau}{2}.
\]

Under those conditions your 150 ns means that the carriers live for 300 ns.

**Q.** But recombination destroys one electron and one hole together. Aren't you counting one event twice?

**A.** No. The equation for \(n\) counts each loss once. The square enters because the chance of a meeting depends on both densities. When half of the electrons and half of the holes are gone, each remaining electron finds half as many partners, so the light has fallen to a quarter.

**Q.** If recombination needs both carriers, the loss should also go as \(n^2\). Why would the density decay exponentially?

**A.** Because most of the loss goes through traps, one carrier at a time. Let \(N_t\) be the trap density and \(n_t\) the density of traps holding an electron. An empty trap captures an electron, and a filled one captures a hole:

\[
R_e=c_en(N_t-n_t),\qquad R_h=c_hp\,n_t .
\]

I assume deep traps, with negligible thermal release. If the traps are few, their filling soon adjusts until \(R_e=R_h\). Solving for \(n_t\),

\[
n_t=N_t\frac{c_en}{c_en+c_hp},
\]

and putting this into \(R_h\),

\[
R=\frac{N_tc_ec_h\,np}{c_en+c_hp}.
\]

Define the capture times \(t_e=1/(c_eN_t)\) and \(t_h=1/(c_hN_t)\), and divide numerator and denominator by \(N_tc_ec_h\):

\[
R=\frac{np}{n\,t_h+p\,t_e}.
\]

For \(n=p\) one power of the density cancels:

\[
\frac{dn}{dt}=-\frac{n}{t_e+t_h},\qquad \tau=t_e+t_h .
\]

The times add because a trap must capture first one carrier and then the other. The loss is linear in density, while the weak light used to observe it is quadratic.

**Q.** Can you put numbers on my film?

**A.** Take these rough values for a lead-halide perovskite film at 300 K: initial density \(N=10^{15}\ \mathrm{cm^{-3}}\), trap density \(10^{13}\ \mathrm{cm^{-3}}\), \(t_e=100\) ns and \(t_h=200\) ns. Then \(\tau=100+200=300\) ns and \(\tau_{PL}=150\) ns.

The balance can be checked too. Here \(c_e=1/(t_eN_t)=10^{-6}\ \mathrm{cm^3/s}\), and \(c_h\) is half of that. A small departure of the trap filling from balance relaxes at the rate \(c_en+c_hp\), initially \(1.5\times10^9\ \mathrm{s^{-1}}\), or in about 0.7 ns. That is short beside 300 ns. Integrating the capture equations numerically without assuming balance, in the limit of very few traps and with the capture times held fixed, gives 300.00 ns for the electrons and 150.00 ns for the PL.

**Q.** You neglected the radiative loss itself. How weak must the emission be?

**A.** Keep it in the equation for equal densities:

\[
\frac{dn}{dt}=-\frac n\tau-Bn^2 .
\]

With \(S=Bn^2\),

\[
\frac1{\tau_{PL}}=-\frac2n\frac{dn}{dt}
=2\left(\frac1\tau+Bn\right),
\qquad
\tau_{PL}=\frac{\tau/2}{1+Bn\tau}.
\]

The condition is \(BN\tau\ll1\). With \(B=10^{-10}\ \mathrm{cm^3/s}\),

\[
BN\tau=10^{-10}\times10^{15}\times(3\times10^{-7})=0.03 .
\]

If \(B\) is made twenty times larger and the rest is held fixed, the local PL time is 95.8 ns early in the decay and 147.2 ns late. The PL time is still half the momentary carrier time \(\tau/(1+Bn\tau)\), but it is less than half the trap lifetime \(\tau\), and the curve is no longer a single exponential.

**Q.** So I should double every PL time I measure?

**A.** No. That replaces one unconditional rule by another. Suppose that the film is p-type, with a hole density \(p_0\) in the dark. After the pulse \(p=p_0+n\), if the trapped charge is negligible. The trap formula gives

\[
\tau_n=\frac nR=\frac{n\,t_h+p\,t_e}{p}
=t_e+t_h\frac{n}{p_0+n}.
\]

This is the lifetime of the excess carriers. The total hole density falls at the same absolute rate \(R=n/\tau_n\), so

\[
\tau_p=\frac{p_0+n}{R}=\tau_n\frac{p_0+n}{n}.
\]

Adding the rates,

\[
\frac1{\tau_{PL}}=\frac1{\tau_n}\left(1+\frac n{p_0+n}\right)
=\frac1{\tau_n}\,\frac{p_0+2n}{p_0+n},
\]

\[
\tau_{PL}=\tau_n\frac{p_0+n}{p_0+2n}.
\]

For \(n\gg p_0\) this is half the carrier lifetime. For \(n\ll p_0\) the hole density hardly changes, the light follows the electrons alone, and \(\tau_{PL}=\tau_n=t_e\). Your reading of the PL time is correct there.

With the same capture times and \(p_0=10^{14}\ \mathrm{cm^{-3}}\), the integrated equations give:

- \(n/p_0=5\): carriers 266.7 ns, PL 145.5 ns
- \(n/p_0=1\): carriers 200.0 ns, PL 133.3 ns
- \(n/p_0=0.1\): carriers 118.2 ns, PL 108.3 ns

In the first line, for instance, \(\tau_n=100+200\times5/6=266.7\) ns and \(\tau_{PL}=266.7\times6/11=145.5\) ns.

**Q.** Then the curve itself tells me. If it were passing from one regime to the other, it would bend. Mine is straight on a logarithmic plot.

**A.** It need not bend. Insert \(\tau_n\) into \(\tau_{PL}\):

\[
\tau_{PL}=\frac{t_e(p_0+n)+t_hn}{p_0+2n}.
\]

If \(t_h=t_e\), the numerator is \(t_e(p_0+2n)\), and \(\tau_{PL}=t_e\) at every excess density. With both capture times at 100 ns, the numerical PL time stays at 100.00 ns while the carrier time falls from 190.4 to 100.0 ns. As the excess drops, the carrier lifetime shortens by nearly a factor of two, and the ratio of PL time to carrier time rises to compensate. In this model a straight PL curve does not prove a constant carrier lifetime.

**Q.** Could the two times differ by far more than a factor of two?

**A.** Yes, if one carrier is trapped and the other is left free. Take many hole traps, all initially filled with electrons. Holes are captured at the rate \(c_hp\,n_t\) with \(n_t\approx N_t\), so \(p\) decays in \(t_h\). Electrons can be captured only by traps that a hole has emptied; let that step be very slow. Then \(1/\tau_n\approx0\) and \(\tau_{PL}\approx\tau_p\approx t_h\).

For \(10^{17}\ \mathrm{cm^{-3}}\) traps, \(10^{15}\ \mathrm{cm^{-3}}\) initial pairs, \(t_h=100\) ns, \(c_e=10^{-11}\ \mathrm{cm^3/s}\) and no radiative loss, the fitted PL time is 100.65 ns. At 300 ns, 99.8% of the electrons are still free. The small excess over 100 ns arises because captured holes empty up to 1% of the traps, which slows further capture by up to the same fraction. Radiative loss with \(B=10^{-10}\ \mathrm{cm^3/s}\) is an effect of similar size, \(BNt_h=0.01\), in the other direction: it gives 99.4 ns and leaves 98.9% of the electrons.

The photoconductivity is

\[
\sigma=e(\mu_nn+\mu_pp),
\]

with mobilities \(\mu_n\) and \(\mu_p\). It therefore persists on the surviving electrons after the light has gone. This is a simple picture of one route to persistent photoconductivity in amorphous oxide semiconductors. It leaves out their broad distribution of trap energies and any change of the defects under light. With the numbers above the electrons halve in about 0.1 ms, whereas persistence in those oxides can last hours or longer and is usually attributed to defects that change their charge and structure under light.

**Q.** What if electrons and holes are bound as excitons? Then the partner is already there.

**A.** If nearly all pairs are bound, the light is proportional to their number, and its decay time is the lifetime of the pairs. Between the limits, suppose that excitons of density \(n_x\) stay in thermal equilibrium with free pairs, \(n=p\). For dilute carriers, in atomic units with \(k_BT\) as an energy,

\[
n=2\left(\frac{m_ek_BT}{2\pi}\right)^{3/2}e^{\mu_e/k_BT},
\]

and the same holds for \(p\), with hole mass \(m_h\) and chemical potential \(\mu_h\). An exciton has mass \(m_e+m_h\), four spin states, chemical potential \(\mu_e+\mu_h\), and an energy lowered by the binding energy \(E_b\). In the ratio \(np/n_x\) the chemical potentials cancel, and so do the spin factors, \(2\times2/4=1\):

\[
K=\frac{n^2}{n_x}=\left(\frac{m_rk_BT}{2\pi}\right)^{3/2}e^{-E_b/k_BT},
\qquad m_r=\frac{m_em_h}{m_e+m_h}.
\]

Both free pairs and excitons now emit in proportion to \(n^2\). The total pair density is \(M=n+n^2/K\). With \(x=n/K\),

\[
\frac{d\ln M}{d\ln n}=\frac{n+2n^2/K}{n+n^2/K}=\frac{1+2x}{1+x},
\]

\[
\frac{d\ln S}{d\ln M}=2\,\frac{d\ln n}{d\ln M}=\frac{2(1+x)}{1+2x}.
\]

The PL time is the decay time of \(M\) divided by this power, which runs from 2 for free pairs to 1 for excitons. With both masses 0.2 electron masses and \(E_b=0.015\) eV, \(K=2.2\times10^{17}\ \mathrm{cm^{-3}}\). At \(10^{15}\ \mathrm{cm^{-3}}\), \(x=0.0045\) and the power is 1.991, so excitons barely alter the factor of two here. At \(x=100\) the power is 1.005. In a dilute system that limit calls for a smaller \(K\), through stronger binding or a lower temperature.

The value of \(K\) for the film is rough. The formula counts only the lowest exciton level and treats all other pairs as non-interacting, which is doubtful when \(E_b\) is below \(k_BT\). The Planck-Larkin correction for weakly bound levels, applied to hydrogen-like excitons, makes \(K\) between five and six times larger. The power then rises only from 1.991 to 1.998, so the conclusion for this film is unchanged.

**Q.** The pulse is absorbed near the front of my film. Does the uneven depth profile matter?

**A.** With the mobility taken below, it matters for the first few nanoseconds. Let the thickness be \(d=500\) nm and the absorption length \(L=100\) nm, so that initially \(n\propto e^{-z/L}\). If light from all depths is collected equally, \(S\propto\int n^2dz\). Compared with a uniform layer holding the same number of carriers, the initial light is stronger by

\[
F=\frac{\frac1d\int_0^de^{-2z/L}dz}{\left(\frac1d\int_0^de^{-z/L}dz\right)^2}
=\frac{d}{2L}\,\frac{1-e^{-2d/L}}{(1-e^{-d/L})^2}.
\]

Factor the numerator as \((1-e^{-d/L})(1+e^{-d/L})\) and cancel:

\[
F=\frac d{2L}\,\frac{1+e^{-d/L}}{1-e^{-d/L}}
=\frac{d}{2L}\coth\frac d{2L}=2.53 .
\]

Diffusion removes this factor without destroying any carriers. I take equal mobilities of 10 cm2/Vs for electrons and holes, which gives \(D=\mu k_BT/e=10\times0.02585=0.2585\ \mathrm{cm^2/s}\). With negligible surface loss, the slowest uneven part of the profile is \(\cos(\pi z/d)\), and it decays in \(d^2/(\pi^2D)=0.98\) ns.

At 5 ns the calculation, which includes the slow surface loss discussed next, has 98.1% of the carriers left but only 38.0% of the initial PL. The arithmetic agrees: \(0.981^2/2.53=0.380\). A fit that includes this drop mixes spreading with recombination. The spreading time scales as \(1/\mu\). At 0.1 cm2/Vs it is 98 ns, and a fit from 10 to 355 ns gives 115 ns for the PL against 268 ns for the carriers, a ratio of 0.43.

**Q.** And carriers lost at the surfaces?

**A.** They change the lifetime but leave the factor of two. Let each surface remove carriers with velocity \(s\), so that the outward flux there is \(sn\). The slowest mode is \(\cos[\alpha(z-d/2)]\), and equating its diffusive flux at a surface to \(sn\) gives

\[
D\alpha\tan\frac{\alpha d}{2}=s,\qquad
\frac1{\tau_{late}}=\frac1\tau+D\alpha^2 .
\]

For slow surfaces \(\tan(\alpha d/2)\approx\alpha d/2\), hence \(D\alpha^2\approx2s/d\). With \(s=10\) cm/s this is a surface loss time of about 2500 ns. Combined with 300 ns of trap loss, the late carrier time is 268 ns. Once a single mode remains, \(n\) keeps its shape and \(\int n^2dz\) falls as the square of its amplitude, so the PL time is 134 ns.

**Q.** How far do the other neglected effects move my 150 ns?

**A.** For a uniform film without surface loss, I fit the PL from 10 to 355 ns and add the effects one at a time. The finite trap density gives 149.7 ns, a background of \(10^{13}\ \mathrm{cm^{-3}}\) holes gives 149.5 ns, and radiative loss gives 147.5 ns. Auger recombination, a three-carrier loss \(Cn^3\) with \(C=10^{-28}\ \mathrm{cm^6/s}\), leaves 150.0 ns, since \(CN^2\tau\) is only \(3\times10^{-5}\).

With all four present, the PL time is 146.8 ns and the electron time 288.9 ns. Their ratio is 0.508. It lies slightly above one half because background holes and trapped electrons make \(p>n\): when both densities fall at nearly the same absolute rate, adding the rates gives \(\tau_{PL}/\tau_n=p/(n+p)\).

The rule weakens further down the tail. As \(n\) approaches \(p_0\) or \(N_t\), the two densities are no longer nearly equal. Here the local ratio is 0.54 after one decade of density and 0.69 after two.

**Q.** How close is this model to a real film?

**A.** Its parameters are rough, and perovskite films vary widely with preparation. A trap density of \(10^{13}\ \mathrm{cm^{-3}}\) is low for a polycrystalline film, and the electron capture cross-section it implies, \(4\times10^{-14}\ \mathrm{cm^2}\), is fairly large. If the traps are as numerous as the carriers, equal densities cannot be assumed, and the ratio can leave one half altogether, as in the hole-trap case. Real films also have surfaces; the velocity of 10 cm/s used above, a value for well-passivated surfaces, already moves the PL time from 150 to 134 ns, and 1000 cm/s would bring it to 12 ns, still half the carrier time. Contacts that extract carriers add a loss that I have not modelled.

Two other assumptions hold well for these numbers. The peak initial density is 0.2% of the effective band density, so the carriers are far from degenerate. For a trap 0.6 eV below the conduction band in a device at 340 K, thermal release of electrons is equivalent to capture from a density of only \(3.5\times10^9\ \mathrm{cm^{-3}}\), far below \(n\) in the fit window. That depth is an assumption. If the same trap lay only 0.2 eV deep at 300 K, the release density would be about \(10^{15}\ \mathrm{cm^{-3}}\). The local PL time would then drift from about 240 to 320 ns across the window and no longer equal \((t_e+t_h)/2\), although it would remain half the electron time.

**Q.** Then how do I find out which regime I am in?

**A.** Vary the pulse energy and look at the PL just after the pulse. For free carriers and a fixed initial profile with mean density \(N\), integrating \(n(p_0+n)\) over depth gives \(S(0)\propto N(p_0+FN)\), where \(F\) is the profile factor found above and equals 1 for a uniform layer. Doubling \(N\) multiplies it by four when \(N\gg p_0\) and by two when \(N\ll p_0\). A factor of two could also mean excitons.

A factor of four is not sufficient for the half-lifetime rule. In the hole-trap case the densities also start equal, and then part. So measure the photoconductance as well, which is a sum of densities and not a product. In the four-effect calculation, with equal and constant mobilities, it decays in 290.8 ns while the PL decays in 146.8 ns. In the hole-trap case, with the same equal mobilities, it would fall to about half as the holes are trapped and then persist on the electrons, while the PL vanished.

**Q.** Suppose I had simply kept the PL time as the lifetime. What would it have cost me?

**A.** An error in any quantity calculated from it, though not always a wrong conclusion. In steady state, carriers diffusing away from a source obey \(D\,d^2n/dz^2=n/\tau_n\), so, where \(\tau_n\) is constant, \(n\) falls as \(e^{-z/\ell}\) with \(\ell=\sqrt{D\tau_n}\). The electron time of 288.9 ns gives 2733 nm, while the PL time put in its place gives 1948 nm. The second is 29% below the first, close to the factor \(1/\sqrt2\) expected from halving the time. Both exceed your 500 nm thickness, so you would still conclude that carriers can cross the film. For a layer about 2500 nm thick, the same substitution would reverse the comparison between diffusion length and thickness. The longer value applies at densities like those of the measurement. For \(n\ll p_0\) the lifetime drops to \(t_e\) and the length to \(\sqrt{Dt_e}\approx1600\) nm, below both figures. The remaining digits are in the numerical output below.

## Computed values

```
Temperature 300 K; kT 0.02585 eV
Mean initial density 1.0e+15 cm^-3
Trap density 1.0e+13, background 1.0e+13 cm^-3
Capture times: electron 100, hole 200 ns
B 1.0e-10 cm^3/s; C 1.0e-28 cm^6/s
Electron capture cross-section 3.83e-14 cm^2
Fit window 10 to 355 ns
Ideal carrier time 300.00 ns
Ideal PL time 150.00 ns
PL time with finite traps only 149.69 ns
PL time with radiative only 147.54 ns
PL time with background only 149.53 ns
PL time with Auger only 150.00 ns
All four effects: electron time 288.94 ns
All four effects: PL time 146.76 ns
All four: photoconductance time 290.78 ns (equal mobility)
All four: PL/electron time ratio 0.5079
Initial B*N*tau 0.0300; C*N^2*tau 3.0e-05
Doping test: background 1.0e+14 cm^-3
Excess/background 5.0: carrier 266.7, PL 145.5 ns
Excess/background 1.0: carrier 200.0, PL 133.3 ns
Excess/background 0.1: carrier 118.2, PL 108.3 ns
Equal capture times, both 100 ns:
  carrier time 190.4 to 100.0 ns
  PL time 100.00 to 100.00 ns
Strong B 2.0e-09 cm^3/s:
  PL time 95.8 ns early, 147.2 ns late
Many hole traps 1.0e+17 cm^-3, t_h 100 ns:
  PL time 100.65 ns
  electrons left at 300 ns: 0.9980
Masses 0.2 m_e; exciton binding 0.015 eV
Exciton constant K 2.22e+17 cm^-3; n_x/n 0.0045
PL power: film 1.9911, n/K=100 1.0050
Thickness 500 nm; absorption length 100 nm
Mobility 10 cm2/Vs; D 0.2585 cm^2/s
Depth spreading time 0.98 ns; factor 2.534
Left at 5 ns: carriers 0.9814, PL 0.3802
Surface velocity 10 cm/s
Surface loss time alone 2501 ns
Late times with surfaces: carrier 267.87, PL 133.93 ns
Peak initial density/band density 2.2e-03
Trap depth 0.6 eV; warm device 340 K
Trap release density n1 when warm 3.5e+09 cm^-3
Diffusion length from electron time 2733 nm
Diffusion length from PL time 1948 nm
```
